QED full CI for minimal-basis H2 in a one-mode cavity

**Problem**

A hydrogen molecule with fixed nuclei at z = ±R/2 sits in a cavity with one mode of angular frequency ω and mode volume V, polarised along the bond. In the dipole approximation and the length gauge, with the zero-point energy ħω/2 dropped,

H = H_e + ħω b†b − √(ħω κ) μ (b + b†) + κ μ²,  κ = 1/(2ε0V).

Here H_e is the electronic Hamiltonian including nuclear repulsion, b removes a photon, and μ is the dipole component along the bond. The electrons are described in a minimal basis: one normalised, spherical 1s function per atom, s₊ at z = +R/2 and s₋ at z = −R/2, with overlap S.

(a) Find the matrices of H_e, μ and μ² over all two-electron singlets.

(b) Add 0 to N photons, find a parity that commutes with H, and give the resulting blocks.

(c) Show that the cavity cannot lower the ground-state energy in this model, and find the shift to leading order in 1/V.

(d) With ħω equal to the bare excitation energy, find the Rabi splitting to leading order and the displacement of the polariton pair. Is the splitting at this frequency the smallest one?

(e) Evaluate everything for R = 74 pm and V = 1 nm³ in the STO-3G basis. The integrals over the orbitals g and u defined below are, in aJ (1 aJ = 10⁻¹⁸ J): h_g = −5.464111, h_u = −2.071179, J_gg = 2.941764, J_uu = 3.041582, J_gu = 2.893612, K = 0.790031, and nuclear repulsion E_nn = 3.117672. Further, S = 0.659873, and the second moments ⟨z²⟩ are q_g = 2854.84 pm² and q_u = 4813.01 pm².

**Solution**

**(a) Electronic matrices**

Inversion exchanges s₊ and s₋, so symmetry alone fixes the orbitals:

g = (s₊ + s₋)/√(2(1+S)),  u = (s₊ − s₋)/√(2(1−S)).

Since z is odd under inversion, ⟨g|z|g⟩ = ⟨u|z|u⟩ = 0. In ⟨g|z|u⟩ the two cross terms cancel, because ⟨s₊|z|s₋⟩ = ⟨s₋|z|s₊⟩ and they enter with opposite signs. The spherical functions give ⟨s₊|z|s₊⟩ = R/2 and ⟨s₋|z|s₋⟩ = −R/2. Therefore

z_gu = [R/2 − (−R/2)] / [2√((1+S)(1−S))] = R / [2√(1−S²)].

Two electrons in two orbitals have three singlet spatial functions:

|1⟩ = gg,  |2⟩ = uu,  |3⟩ = (gu + ug)/√2.

The first letter refers to electron 1. Let h_g and h_u be the one-electron energies, J_pq the Coulomb repulsion between the densities p² and q², and K the self-repulsion of the product density g·u. The first two diagonal elements contain two electrons in one orbital. Between gg and uu the one-electron terms vanish, because the other electron contributes ⟨g|u⟩ = 0; the repulsion leaves K. In state |3⟩ the repulsion is

½(⟨gu| + ⟨ug|) r₁₂⁻¹ (|gu⟩ + |ug⟩) → J_gu + K,

where the arrow includes the factor e²/(4πε0). Thus

H11 = 2h_g + J_gg + E_nn
H22 = 2h_u + J_uu + E_nn
H12 = K
H33 = h_g + h_u + J_gu + K + E_nn.

States |1⟩ and |2⟩ are even under inversion and |3⟩ is odd, so H13 = H23 = 0. State |3⟩ is already an eigenstate, called B, with E_B = H33. The even pair gives

E_X, E_Z = (H11+H22)/2 ∓ √{[(H22−H11)/2]² + K²}.

Write the lower state as X = c₁|1⟩ + c₂|2⟩. Then Z = −c₂|1⟩ + c₁|2⟩. With c₁ > 0 and K > 0, c₂ is negative.

The nuclear dipoles cancel about the bond midpoint, so μ = −e(z₁ + z₂). Each electron contributes z_gu/√2 to ⟨1|z₁+z₂|3⟩, and likewise for |2⟩:

μ13 = μ23 = −√2 e z_gu.

All other elements of μ vanish by parity. For the square,

μ² = e²(z₁² + z₂² + 2z₁z₂).

The first two terms are one-electron operators and give sums of q_g and q_u. The last gives 2z_gu² between gg and uu, nothing on their diagonals because z_gg = z_uu = 0, and, in |3⟩, the exchange pair ½·2·(z_gu² + z_gu²) = 2z_gu². Hence

(μ²)11 = 2e²q_g,  (μ²)22 = 2e²q_u
(μ²)12 = 2e²z_gu²
(μ²)33 = e²(q_g + q_u + 2z_gu²).

This is the matrix of the operator μ², not the square of the matrix of μ. Squaring the matrix would put 2e²z_gu² in place of 2e²q_g in the first element. The two differ because z acting on g produces functions outside the minimal basis. Projecting the whole Hamiltonian, as done here, keeps the variational principle for the total energy.

The remaining spatial function, (gu − ug)/√2, belongs to the triplet. Its dipole matrix element with itself vanishes by parity, and those with the singlets vanish by spin. The exchange terms change sign, so its levels form a bare photon ladder, each level threefold:

E_T + κe²(q_g + q_u − 2z_gu²) + nħω,  E_T = h_g + h_u + J_gu − K + E_nn.

**(b) The coupled matrix and its blocks**

The basis is |i,n⟩ with i = 1, 2, 3 and n = 0, …, N, which makes 3(N+1) singlet states. The photon elements are ⟨n|b†b|n⟩ = n and ⟨n−1|b+b†|n⟩ = √n. The minus sign in H meets the minus sign of μ13, so the linear coupling is positive:

⟨1,n−1|H|3,n⟩ = ⟨2,n−1|H|3,n⟩ = √n G,  G = √2 e z_gu √(ħω κ),

and the same value √n G joins |3,n−1⟩ to |1,n⟩ and |2,n⟩. Elements diagonal in n are

⟨i,n|H|j,n⟩ = H_ij + κ(μ²)_ij + nħω δ_ij.

Let I invert the electronic coordinates, and define

Π = I (−1)^(b†b).

Under I, μ changes sign while H_e and μ² do not. Under (−1)^(b†b), b + b† changes sign while b†b does not. The product μ(b+b†) is therefore unchanged, and [H, Π] = 0. Neither parity is conserved alone: absorbing a photon flips both. The blocks are

Π = +1: |1,n⟩ and |2,n⟩ with n even, |3,n⟩ with n odd
Π = −1: |1,n⟩ and |2,n⟩ with n odd, |3,n⟩ with n even.

For odd N each has dimension 3(N+1)/2. For even N the dimensions are 3N/2+2 and 3N/2+1. With N = 1 the even block, in the order |1,0⟩, |2,0⟩, |3,1⟩, has the rows

[ H11+2κe²q_g,  K+2κe²z_gu²,  G ]
[ K+2κe²z_gu²,  H22+2κe²q_u,  G ]
[ G,  G,  H33+κ(μ²)33+ħω ].

The odd block with N = 1 contains |3,0⟩, |1,1⟩, |2,1⟩. It has the same electronic elements, but ħω now stands on the two diagonal entries of |1,1⟩ and |2,1⟩. Larger N extends each chain by one photon number at a time.

The blocking needs inversion symmetry. A static field F along the bond adds −μF, which flips the electronic parity without changing n, and so connects the two blocks.

**(c) Ground-state shift**

Complete the square with the electronic operator d = μ√(κ/(ħω)). Since b and d commute and d is Hermitian,

ħω(b−d)†(b−d) = ħω b†b − ħω d(b+b†) + ħω d²
= ħω b†b − √(ħωκ) μ(b+b†) + κμ².

This is everything in H except H_e. For a normalised state ψ in the chosen singlet-photon space,

⟨ψ|H|ψ⟩ = ⟨ψ|H_e|ψ⟩ + ħω‖(b−d)ψ‖² ≥ E_X.

The vector (b−d)ψ may leave the basis, but its squared norm is still non-negative, and the matrix of part (b) reproduces this expectation value because each operator in H was projected as a whole. The shift ΔE = E₀ − E_X is therefore non-negative for every V, ω and N. Raising N enlarges the variational space, so E₀ can only fall or stay the same.

For large V, the linear coupling is of order V^(−1/2) and κμ² of order 1/V. Both must be kept for the leading shift: the first in second order, the second in first order. From |X,0⟩ the linear term reaches |B,1⟩, at an energy Δ + ħω above, where Δ = E_B − E_X. With

D_XX = κ⟨X|μ²|X⟩,  g = √(ħωκ)|μ_XB|,

the result is

ΔE ≈ D_XX − g²/(Δ+ħω) = D_XX − κ|μ_XB|² ħω/(Δ+ħω).

The next correction is of order 1/V², since reversing the sign of b leaves the spectrum unchanged and removes odd powers of V^(−1/2).

The second term alone would lower the energy. The μ² term outweighs it because ⟨X|μ²|X⟩ ≥ |μ_XB|², a sum over all intermediate states being at least as large as one of its terms. Two limits show the balance. For ħω ≪ Δ the shift tends to D_XX. For ħω ≫ Δ it tends to D_XX − κ|μ_XB|², a remainder due to intermediate states outside the basis.

In a complete basis every such state k also takes part in the linear coupling. Inserting ⟨X|μ²|X⟩ = Σ_k|μ_Xk|² then gives

ΔE ≈ κ Σ_k |μ_Xk|² [1 − ħω/(Δ_k+ħω)] = κ Σ_k |μ_Xk|² Δ_k/(Δ_k+ħω),

where Δ_k is the excitation energy of k. This vanishes at high frequency. The high-frequency remainder in the minimal basis is thus an artefact of its size.

**(d) Polaritons and Rabi splitting**

Set ħω = Δ. In the odd block |B,0⟩ and |X,1⟩ are then degenerate before coupling, and the linear term joins them with strength g, up to a sign that does not affect energies. The matrix with equal diagonals and off-diagonal g has eigenvalues ±g about the common energy, so to leading order

Ω = 2g = 2√(ħωκ)|μ_XB|.

Here Ω is an energy. It scales as V^(−1/2), whereas the ground-state shift scales as 1/V.

At order 1/V the two diagonal energies also move. Besides its own μ² term, |B,0⟩ is pushed down by |Z,1⟩, and |X,1⟩ by |B,2⟩, whose coupling carries a factor √2. With D_BB = κ(μ²)33 and g_Z = √(ħωκ)|μ_ZB|,

δ_B = D_BB − g_Z²/(E_Z − E_B + Δ)
δ_X = D_XX − 2g²/(2Δ) = D_XX − g²/Δ.

The denominator 2Δ is the energy of |B,2⟩ above |X,1⟩, namely Δ + ħω. The centre of the pair moves by (δ_B + δ_X)/2, measured from E_X + ħω. The lowering of |X,1⟩ by |B,2⟩ requires two photons in the basis: with N = 1 the term −g²/Δ is missing, and the centre is wrong already at order 1/V.

The difference δ = δ_B − δ_X acts as a small detuning. To find the minimum gap, let x = ħω − Δ. Raising ω lifts |X,1⟩ relative to |B,0⟩ by x, but also increases g², which is proportional to ω. To the order needed,

(gap)² = (δ − x)² + 4g²(1 + x/Δ),

with g and δ taken at x = 0. A correction of order V^(−3/2) to the coupling between the two states adds a further term of order 1/V² to (gap)². At this order it does not depend on x, so it affects neither the position of the minimum nor the excess over it and is left out; the formula therefore does not give the gap itself beyond 2g. Setting the derivative −2(δ−x) + 4g²/Δ to zero gives

x_min = δ − 2g²/Δ.

Thus the minimum generally lies neither at x = 0 nor at x = δ, where the two diagonal energies coincide. Substituting x = 0 and x = x_min shows that (gap)² at bare resonance exceeds its minimum by x_min². This is of order 1/V², compared with 4g² of order 1/V, so both definitions of the Rabi splitting share the leading result 2g.

**(e) Numbers**

*Electronic states.* The diagonal elements are

H11 = 2(−5.464111) + 2.941764 + 3.117672 = −4.86879 aJ
H22 = 2(−2.071179) + 3.041582 + 3.117672 = 2.01690 aJ.

Half their difference is 3.44284 aJ and their mean is −1.42594 aJ. The square root in part (a) is √(3.44284² + 0.79003²) = 3.53232 aJ, so

E_X = −4.95827 aJ,  E_Z = 2.10638 aJ.

For the odd state,

E_B = −5.464111 − 2.071179 + 2.893612 + 0.790031 + 3.117672 = −0.73397 aJ.

Hence Δ = 4.22429 aJ, or 26.4 eV. The ground-state coefficients are c₁ = 0.99365 and c₂ = −0.11254.

The triplet lies at E_T = −2.31404 aJ, below B. Its n = 0 level also has Π = −1. Spin must therefore be used along with Π: the lowest Π = −1 levels of the full determinant space are not the polaritons.

*Dipoles and couplings.* The orbital dipole length is

z_gu = 74.0 pm / [2√(1 − 0.659873²)] = 49.24 pm.

Since μ_XB = −√2 e z_gu(c₁ + c₂), the negative c₂ reduces the transition dipole: the factor is 0.8811, against 1 for the pure function gg. For Z the factor is c₁ − c₂ = 1.1062. The magnitudes are

|μ_XB| = 9.831 × 10⁻³⁰ C m,  |μ_ZB| = 12.342 × 10⁻³⁰ C m.

At ħω = Δ and V = 1 nm³ these give g = 0.15184 aJ and

g_Z = 0.15184 × 12.342/9.831 = 0.19063 aJ.

The μ² terms are D_XX = 0.006776 aJ and D_BB = 0.018145 aJ. The ratio g/Δ is 0.036, small enough for the expansions to be useful.

*Ground-state shift.* The leading formula gives

ΔE ≈ 0.006776 − 0.15184²/(2 × 4.22429)
= 0.006776 − 0.002729 = 0.004047 aJ.

Diagonalising the even block gives:

N = 0: 0.006771 aJ
N = 1: 0.004051 aJ
N = 2: 0.004048 aJ
N = 5: 0.004048 aJ.

With no photons only the μ² term acts. One photon brings in the lowering by |B,1⟩, and the second changes the shift by less than 0.1 per cent. For N = 5, where each block is 9 × 9, the shift is **0.00405 aJ = 0.0253 eV**, upwards.

Dropping κμ² changes this to −0.00273 aJ, so that term decides the sign. Using the square of the projected dipole gives +0.00273 aJ. The near-equality in magnitude follows from the formula: in that case D_XX is replaced by κ|μ_XB|² = g²/Δ, and subtracting g²/(2Δ) leaves +g²/(2Δ). The difference between 0.00405 and 0.00273 aJ is, to leading order, D_XX − κ|μ_XB|², the part of the μ² term that comes from states outside the basis. By the complete-basis formula of part (c), the linear coupling would cancel the fraction ħω/(Δ_k+ħω) of each such term. A larger basis also redistributes the dipole strength over excited states, the lowest bright one lying far below the model's B, which raises the fraction cancelled there. The difference therefore signals a basis error in the shift, but it is neither the value of that error nor a bound on it. With the same H, R, V and ħω, full CI gives a shift of 0.00261 aJ in the cc-pVTZ basis and 0.00257 aJ in aug-cc-pVTZ. The minimal-basis value is thus too high by about 0.0015 aJ, more than the difference of 0.0013 aJ, and at this frequency the result with the squared projected dipole lies closer to the large-basis shift. More photons cannot repair it; more orbitals are needed.

*Rabi splitting.* The leading value is 2g = 0.30368 aJ. The odd block gives 0.30330 aJ for N = 1 and 0.30373 aJ for N = 2 and N = 5. The converged splitting is **0.3037 aJ = 1.90 eV**, about 7 per cent of Δ. It exceeds 2g by only 0.02 per cent.

The diagonal shifts are larger than that agreement suggests:

δ_B = 0.018145 − 0.19063²/(2.84035 + 4.22429) = 0.01300 aJ
δ_X = 0.006776 − 0.15184²/4.22429 = 0.00132 aJ.

Their mean, 0.00716 aJ, agrees with the displacement of the centre from the full matrix. Relative to the coupled ground state, the polaritons lie at 4.0755 and 4.3793 aJ. Their midpoint is 0.0031 aJ above Δ, since the ground state has itself risen by 0.0040 aJ.

The positive difference δ = 0.0117 aJ places |B,0⟩ slightly above |X,1⟩. The lower polariton accordingly has weight 0.519 on |X,1⟩ and 0.480 on |B,0⟩; in the upper one the two are interchanged to three digits. The remaining weight, below 0.1 per cent, lies on other basis states.

For the minimum gap,

x_min = 0.01168 − 2 × 0.15184²/4.22429 = 0.0008 aJ,

or x_min/Δ = 0.00018. A scan of the full matrix over ω finds its minimum at ħω/Δ = 1.00018. Here the effect of detuning nearly cancels the growth of g with ω, and the gap at bare resonance is larger than the minimum by only about 10⁻⁶ aJ.

*Checks.* The two singlet blocks and the triplet ladder together reproduce the levels of a matrix built independently from fermion operators over all six determinants. Replacing photon numbers by an oscillator coordinate on a grid reproduces the four lowest singlet levels. When V rises from 25 to 100 nm³, the relative errors of the formulas for the shift, the splitting and the centre each fall by about four, as corrections of relative order 1/V require. The errors are taken relative to the formula values; the program asserts that each ratio lies between 3.6 and 4.4 but does not print them.

*What the numbers describe.* Full CI is complete here only within two spatial orbitals. The excitation energy of 26.4 eV lies well above the ionisation energy of H2, roughly 16 eV, yet the basis has no continuum into which B could decay. The model also has no cavity loss and no nuclear motion. A photon of this energy has a wavelength of about 47 nm, so a volume of 1 nm³ is far below a cubic wavelength; it is a chosen coupling strength, not a proposed cavity. The values also depend on the basis: in aug-cc-pVTZ the lowest bright state lies at 12.7 eV instead of 26.4 eV, and with ħω tuned to it at the same V the splitting is about 1.1 eV and the ground-state shift about 0.024 eV. The values of 0.025 eV and 1.90 eV are therefore results for this model, not predictions for a measured spectrum.

Values computed for the example and the checks

```
R = 74.0 pm
V = 1.0 nm^3
overlap S = 0.659873 (no unit)
h_g = -5.464111 aJ
h_u = -2.071179 aJ
J_gg = 2.941764 aJ
J_uu = 3.041582 aJ
J_gu = 2.893612 aJ
K = 0.790031 aJ
E_nn = 3.117672 aJ
H11 = -4.868785 aJ
H22 = 2.016897 aJ
E_X = -4.958267 aJ
E_Z = 2.106379 aJ
E_B = -0.733974 aJ
E_triplet = -2.314036 aJ
Delta = hbar omega = 4.224294 aJ
Delta converted = 26.366 eV
X coefficients on gg, uu = 0.993647, -0.112544
z_gu = 49.2429 pm
<z^2>_g, <z^2>_u = 2854.84, 4813.01 pm^2
|mu_XB| = 9.8310 1e-30 C m
|mu_ZB| = 12.3424 1e-30 C m
g = 0.151839 aJ
D_XX = 0.006776 aJ
D_BB = 0.018145 aJ
N = 5: even, odd block sizes = 9, 9
N = 0: ground shift = 0.00677075 aJ
N = 1: shift, splitting = 0.00405078, 0.30329633 aJ
N = 2: shift, splitting = 0.00404752, 0.30372784 aJ
N = 3: shift, splitting = 0.00404752, 0.30372839 aJ
N = 4: shift, splitting = 0.00404752, 0.30372839 aJ
N = 5: shift, splitting = 0.00404752, 0.30372839 aJ
N = 6: shift, splitting = 0.00404752, 0.30372839 aJ
second-order ground shift = 0.00404734 aJ
leading splitting 2g = 0.30367811 aJ
centre shift, matrix and formula = 0.007160, 0.007160 aJ
lower polariton above coupled ground = 4.075542 aJ
upper polariton above coupled ground = 4.379270 aJ
lower: weights of B,0 and X,1 = 0.4804, 0.5189
upper: weights of B,0 and X,1 = 0.5188, 0.4805
minimum polariton gap over omega = 0.30372742 aJ
hbar omega / Delta at minimum gap = 1.00018 (no unit)
ground shift without mu^2 term = -0.00273293 aJ
ground shift with projected mu squared = 0.00272759 aJ
MAIN ground shift, N = 5 = 0.02526 eV
MAIN Rabi splitting, N = 5 = 1.8957 eV
```
